Where the most effective Shockley-Read-Hall trap level lies

**Question**

I have always worked with the rule that the most harmful recombination centre sits at the intrinsic Fermi level E_i, because it is then equally far from both bands. An exercise now asks me to show that, at fixed carrier densities and capture coefficients, the worst Shockley-Read-Hall trap lies (kT/2) ln(C_p/C_n) above E_i.

Three things confuse me. I don't see why capture coefficients should decide an energy. I would have expected the best level to move when I change n and p, but they are absent from the answer. And when I plot the rate against trap level for p-type silicon, I get a plateau so wide that I can't find a maximum at all. Is the statement true, and does the shift ever matter in a device?

**Answer**

The statement is true under conditions that appear below. The capture coefficients enter because they also fix how fast the trap gives carriers back, and your plateau is real: it hides the maximum without moving it.

**The four processes**

Let N_t be the trap density and f the probability that a trap holds an electron. Electrons are captured by empty traps with coefficient C_n and holes by filled traps with coefficient C_p. Filled traps emit electrons to the conduction band at rate e_n, and empty traps emit holes to the valence band at rate e_p. The net capture rates per volume are

electrons: N_t [C_n n (1 − f) − e_n f]

holes: N_t [C_p p f − e_p (1 − f)]

The emission rates are not free parameters. In equilibrium each bracket vanishes separately, by detailed balance. For nondegenerate bands with Fermi level E_F,

n₀ = n_i exp[(E_F − E_i)/kT], p₀ = n_i exp[−(E_F − E_i)/kT]

(1 − f₀)/f₀ = exp[(E_t − E_F)/kT]

Here E_t is the effective trap level, into which any statistical weights of the trap states have been absorbed. Setting the brackets to zero gives

e_n = C_n n₀ (1 − f₀)/f₀ = C_n n_i exp[(E_t − E_i)/kT]

e_p = C_p p₀ f₀/(1 − f₀) = C_p n_i exp[−(E_t − E_i)/kT]

E_F has cancelled, as it must for a property of the trap. With x = (E_t − E_i)/kT, write e_n = C_n n₁ and e_p = C_p p₁, where n₁ = n_i eˣ and p₁ = n_i e⁻ˣ. I assume that these emission rates still hold out of equilibrium.

This answers your first point. At a given level, a trap that captures holes faster also emits them faster. Equal distance from the two bands therefore does not mean equal emission rates.

**The steady rate**

In steady state f is constant, so the two net capture rates are equal:

C_n n (1 − f) − C_n n₁ f = C_p p f − C_p p₁ (1 − f)

Collecting the terms in f gives

f = (C_n n + C_p p₁)/D, 1 − f = (C_n n₁ + C_p p)/D

D = C_n (n + n₁) + C_p (p + p₁)

Insert these into the electron rate:

R = (N_t/D) [C_n n (C_n n₁ + C_p p) − C_n n₁ (C_n n + C_p p₁)]

The terms C_n² n n₁ cancel. Since n₁p₁ = n_i², what remains is

R = N_t C_n C_p (np − n_i²)/D

Positive R is recombination and negative R is generation. If np = n_i², then R = 0 for every level and there is no best trap, so from here on np ≠ n_i².

**Finding the maximum**

Hold n, p, T, N_t, C_n and C_p fixed, and take C_n and C_p to be independent of E_t. The numerator then does not contain the level. In D, only the emission part C_n n₁ + C_p p₁ does. Define

x₀ = ½ ln(C_p/C_n), so that exp(x₀) = √(C_p/C_n)

Then C_n = √(C_n C_p) exp(−x₀) and C_p = √(C_n C_p) exp(x₀), and

C_n n₁ + C_p p₁ = n_i √(C_n C_p) [exp(x − x₀) + exp(−(x − x₀))]

= 2 n_i √(C_n C_p) cosh(x − x₀)

Treat the carrier part of D in the same way and divide out √(C_n C_p):

R = N_t √(C_n C_p) (np − n_i²) / [A + 2 n_i cosh(x − x₀)]

A = n exp(−x₀) + p exp(x₀)

The hyperbolic cosine has a single minimum, at zero argument. So |R| has a single maximum, at x = x₀:

E_t* = E_i + (kT/2) ln(C_p/C_n)

The shift is upward for C_p > C_n, downward for C_p < C_n, and zero only for C_p = C_n. The result must also fall inside the gap, or it describes no deep trap.

This settles your second point. The densities enter through A and through np − n_i², and neither contains x. They change the height and the width of the maximum but not its position.

**What the condition means**

At x = x₀ the two emission rates are equal:

e_n = e_p = n_i √(C_n C_p)

Their product, C_n C_p n_i², does not depend on the level. Moving the level speeds up one emission and slows the other by the same factor, and the sum of two positive numbers with a fixed product is smallest when they are equal.

The picture is simplest in an empty region, n = p = 0, where

|R| = N_t e_n e_p/(e_n + e_p) = N_t/(1/e_n + 1/e_p)

To generate one pair, the trap must emit an electron and then a hole. The two mean waiting times add, and the total is shortest when they are equal.

**Why you see a plateau**

Let y be the distance from the best level, in units of kT, at which the rate has halved. The denominator must then be twice its minimum:

A + 2 n_i cosh y = 2 (A + 2 n_i)

cosh y = 2 + A/(2 n_i)

In an empty region A = 0 and y = arcosh 2 = 1.32, a sharp peak. For A ≫ n_i, y ≈ ln(A/n_i), which is wide. The price of sitting at E_i instead of the best level is

|R(E_i)|/|R(E_t*)| = (A + 2 n_i)/(A + 2 n_i cosh x₀)

This is 1/cosh x₀ in an empty region and tends to 1 when A ≫ 2n_i cosh x₀, which is the same as C_n n + C_p p ≫ (C_n + C_p) n_i. Capture then limits the rate, and emission from levels between E_i and E_t* hardly matters. If C_p ≫ C_n and holes are scarce, this requires n ≫ n_i C_p/C_n, not just n ≫ n_i.

**Numbers for a silicon-like case**

Take T = 300 K, so kT = 25.85 meV, a gap of 1.12 eV, and density-of-states masses of 1.08 (electrons) and 0.81 (holes) free-electron masses. With N = 2(2πmkT/h²)^(3/2), the effective densities of states are N_c = 2.82×10¹⁹ and N_v = 1.83×10¹⁹ cm⁻³. Then n_i = √(N_c N_v) exp(−E_g/2kT) = 8.88×10⁹ cm⁻³.

For the trap choose C_n = 10⁻⁹ cm³/s, C_p = 10⁻⁷ cm³/s and N_t = 10¹² cm⁻³. This imitates an acceptor-like centre: when filled it is negative and attracts holes, so C_p is the larger. Then

x₀ = ½ ln 100 = 2.303

E_t* − E_i = 25.85 meV × 2.303 = 59.5 meV

E_i itself is not at midgap. Equating n and p gives an offset of (kT/2) ln(N_v/N_c) = −5.6 meV, so the best level is 54 meV above midgap. These two values depend on the masses: with 1.09 and 1.15, also in use for silicon, they become +1.0 meV and 61 meV. The shift from E_i stays the same.

Here exp(x₀) = 10 and cosh x₀ = (10 + 0.1)/2 = 5.05. Compare three situations with the same trap parameters.

1. Empty region, n = p = 0. The rate halves 34 meV from the best level. A trap at E_i generates 1/5.05 of the maximum, a loss of 80%.

2. n = p = 10¹² cm⁻³. Now A = 10¹² × (0.1 + 10) = 1.01×10¹³ cm⁻³. The half-rate distance is 182 meV, and a trap at E_i loses 0.7%.

3. Neutral p-type material, n = 10¹³ and p = 10¹⁶ cm⁻³. Now A ≈ 10¹⁷ cm⁻³. The half-rate distance is 420 meV, and a trap at E_i loses less than one part in a million.

The third case resembles your plot. The maximum is still 59.5 meV above E_i, but on an ordinary vertical scale it is invisible.

The emission rates explain the first case. At the best level both are 8.88×10⁹ × 10⁻⁸ = 88.8 s⁻¹, and the trap is filled half the time. At E_i, e_n falls tenfold to 8.88 s⁻¹ and e_p rises tenfold to 888 s⁻¹. The filled fraction is e_p/(e_n + e_p) = 0.99: the trap spends nearly all its time waiting to emit an electron.

**Does it matter in a device?**

It can matter for the leakage of a reverse-biased junction. Consider an n⁺p junction with 10¹⁹ cm⁻³ donors, N_A = 10¹⁶ cm⁻³ acceptors, relative permittivity 11.7 and a total potential drop V = 2 V. The built-in part is (kT/q) ln(N_A N_D/n_i²) = 0.90 V, leaving a reverse bias V_r = 1.10 V. If the depletion layer lies wholly on the p side, its width and peak field are

W = √(2εV/(qN_A)) = 509 nm

F = 2V/W = 0.079 MV/cm

These are depletion-approximation values, and "peak field" below means this F. Electrons spilling over from the n⁺ side raise the actual field right at the junction to more than twice F, but so many electrons are present there that the trap generates almost nothing.

Let u run from 0 at the p-side edge to 1 at the junction. With flat quasi-Fermi levels,

p = N_A exp(−qVu²/kT), np = n_i² exp(−qV_r/kT)

Here np < n_i² throughout the layer, so every point generates. Every point also has the same best level, so the total must have it too. Summing q|R| over the layer by the midpoint rule gives

trap at E_t*: 0.155 nA/cm²

trap at E_i: 0.033 nA/cm²

The ratio is 4.7, not 5.05, because carriers towards the two ends of the layer make A larger than 2n_i over more than half of its width and flatten the peak there. They also lower the current: a wholly empty layer would give qW N_t n_i √(C_n C_p)/2 = 0.36 nA/cm². The absolute currents are less certain than the ratio. A self-consistent solution of Poisson's equation gives 0.158 and 0.034 nA/cm², and with the masses 1.09 and 1.15 (n_i = 1.16×10¹⁰ cm⁻³) at the same total drop it gives 0.21 and 0.045 nA/cm². The ratio stays 4.7.

**How far to trust this for real silicon**

The capture coefficients are rough values. At thermal velocities of about 2×10⁷ cm/s they correspond to cross sections near 5×10⁻¹⁷ and 5×10⁻¹⁵ cm², a plausible range for deep centres. In the neutral case the electron lifetime is 1/(N_t C_n) = 1 ms, which suits fairly clean material. Real impurities differ in N_t, C_n and C_p as well as in level, so the level alone does not rank them.

One assumption that the junction breaks is field-free emission. A hole leaving the negative centre has its barrier lowered by √(qF/(πε)), in volts (the Poole-Frenkel effect). That is 62 meV at the peak field. Averaging the emission over directions, with no lowering in the backward half, multiplies e_p by 3.4. Equal emission rates then require a level higher by (kT/2) ln 3.4 ≈ 16 meV, about a quarter of the original shift. In the part of the layer where most of the generation takes place the field is weaker than F, and so is this correction.

Tunnelling through a triangular barrier multiplies each emission rate by 1 + Γ, where

Γ = a ∫₀¹ exp(au − bu^(3/2)) du

a = Δ/kT, b = (4/3) √(2mΔ³)/(ħqF)

and Δ is the distance to the band concerned. With rough masses of 0.26 (electrons) and 0.37 (holes), the empty-region rate at the peak field rises by a factor of 1.9. A numerical search for the new maximum puts it only about 1 meV lower, since both emissions are helped almost equally. The sign of this small move depends on the masses: pairs drawn from the directional values for silicon (0.19 or 0.92 for electrons, 0.16 or 0.49 for holes) gave moves from about −3 to +5 meV and factors from 1.9 to 2.3. I have not combined tunnelling with the Coulomb attraction.

Three further points concern the level itself:

- **State weights.** If the empty state has g times the weight of the filled one, e_n gains a factor g and e_p a factor 1/g. The bare level of the maximum moves by −kT ln g, or −18 meV for g = 2.

- **Temperature.** At 400 K, with C_p/C_n unchanged, the shift grows in proportion to T, to 79 meV.

- **Level-dependent capture.** If C_p falls tenfold for each 0.5 eV that the level rises, keeping its stated value at E_t*, a numerical search in the empty region moves the maximum by about −1 meV. A steeper dependence can matter more: if instead C_n falls tenfold for each 0.1 eV, the maximum moves by −17 meV. On a plateau the formula is far more fragile. In the neutral p-type case R ≈ N_t C_n n, so even a weak dependence of C_n on the level would decide where the maximum lies.

Radiative and Auger recombination add to the total but do not involve the trap, so at fixed densities they leave its best level alone. With rough coefficients of 5×10⁻¹⁵ cm³/s and 10⁻³¹ cm⁶/s, they contribute 50 and 10 s⁻¹ per electron in the neutral case, against 1000 s⁻¹ through the trap.

So your rule is a good approximation where C_n n + C_p p ≫ (C_n + C_p) n_i and C_n and C_p hardly vary with the level, because a wide range of levels is then almost equally harmful. In a depleted region the shift matters when the capture coefficients are very unequal: with the hundredfold ratio used here, it changes the generation current of the layer severalfold. The total leakage follows only where that current outweighs diffusion from the neutral regions. With an electron diffusivity of 30 cm²/s, diffusion from a thick p region adds only about 2×10⁻⁴ nA/cm² here, but with an ohmic contact 1 µm beyond the layer it adds about 0.4 nA/cm² and the total ratio falls to 1.3.

All numerical values are calculated from the stated model.
